# Why a Peltier cooler stops at half Z times T-cold squared: a program that tests the result

```python
# RESULT UNDER TEST: an unloaded Peltier couple has maximum temperature
# difference T_hot - T_cold = Z*T_cold**2/2, with Z = S**2/(R*K).
# S: difference of p and n Seebeck coefficients (V/K); R: series leg
# resistance (ohm); K: parallel leg thermal conductance (W/K).
# Constant properties and a fixed hot-end temperature are assumed.
# Independent road: the local heat and charge laws are marched along both
# legs, and the best current is searched for numerically.
# All internal quantities are in SI units. Arrays hold [p leg, n leg].
from types import SimpleNamespace
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.optimize import fsolve, minimize_scalar


def make_couple(seebeck, rho, kappa, area, length, powers=(0., 0., 0.)):
    """seebeck holds [S_p, -S_n]; powers give (T/300 K)**power laws
    for Seebeck coefficient, resistivity and thermal conductivity."""
    c = SimpleNamespace(s=np.array(seebeck), rho=np.array(rho),
                        kappa=np.array(kappa), area=np.array(area),
                        length=length, powers=powers)
    c.S = c.s.sum()
    c.R = (c.rho * length / c.area).sum()
    c.K = (c.kappa * c.area / length).sum()
    c.Z = c.S**2 / (c.R * c.K)
    return c


def march(c, current, cold, heat):
    """Integrate temperature and heat flow from cold to hot end (RK4)."""
    def rates(y):
        temp, flow = y
        ratio = temp / 300.0
        s = c.s * ratio**c.powers[0]
        rho = c.rho * ratio**c.powers[1]
        kappa = c.kappa * ratio**c.powers[2]
        slope = (s * temp * current - flow) / (kappa * c.area)
        return np.array([slope, current**2 * rho / c.area
                         + current * s * slope])
    steps = 16
    h = c.length / steps
    y = np.array([np.full(2, float(cold)), np.array(heat, dtype=float)])
    for _ in range(steps):
        a = rates(y)
        b = rates(y + h * a / 2)
        d = rates(y + h * b / 2)
        e = rates(y + h * d)
        y = y + h * (a + 2 * b + 2 * d + e) / 6
    return y[0], y[1], rates(y)[0]


def cold_state(c, current, hot, load=0.0):
    """Cold temperature and leg heat flows for a given hot temperature."""
    def flows(u):
        return np.array([load / 2 + c.K * u[1], load / 2 - c.K * u[1]])

    def mismatch(u):
        return march(c, current, u[0], flows(u))[0] - hot
    u = fsolve(mismatch, [0.8 * hot, 0.0], xtol=1e-10)
    assert np.max(np.abs(mismatch(u))) < 1e-6
    return u[0], flows(u)


def coldest(c, hot):
    """Search over current for the lowest unloaded cold temperature."""
    scale = c.S * hot / c.R
    found = minimize_scalar(lambda i: cold_state(c, i, hot)[0],
                            bounds=(0.2 * scale, 1.5 * scale),
                            method="bounded",
                            options={"xatol": 1e-6 * scale})
    assert found.success
    return found.fun, found.x


def formula_cold(Z, hot):
    return (np.sqrt(1 + 2 * Z * hot) - 1) / Z


# Rough typical values for bismuth-telluride-class legs near 300 K.
T_hot = 300.0
length = 20e-6
seebeck = np.array([200e-6, 190e-6])
rho = np.array([10e-6, 12e-6])
kappa = np.array([1.4, 1.2])
area_p = (50e-6)**2
ratio = np.sqrt(rho[1] * kappa[0] / (rho[0] * kappa[1]))
areas = np.array([area_p, ratio * area_p])
cooler = make_couple(seebeck, rho, kappa, areas, length)
S, R, K, Z = cooler.S, cooler.R, cooler.K, cooler.Z
T_cold = formula_cold(Z, T_hot)
drop = T_hot - T_cold
I_best = S * T_cold / R

# Test the split of Joule heat with both end temperatures prescribed.
test_cold, test_hot, test_current = 260.0, 310.0, 0.4
probe = 1e-3
end_a = march(cooler, test_current, test_cold, [0, 0])[0]
end_b = march(cooler, test_current, test_cold, [probe, probe])[0]
q_start = probe * (test_hot - end_a) / (end_b - end_a)
end_t, q_end, _ = march(cooler, test_current, test_cold, q_start)
assert np.allclose(end_t, test_hot, atol=1e-6)
joule = test_current**2 * R
conduction = K * (test_hot - test_cold)
q_cold_law = S * test_cold * test_current - joule / 2 - conduction
q_hot_law = S * test_hot * test_current + joule / 2 - conduction
assert abs(q_start.sum() - q_cold_law) < 1e-6 * joule
assert abs(q_end.sum() - q_hot_law) < 1e-6 * joule

# Test the maximum for the example and for a badly proportioned couple.
T_num, I_num = coldest(cooler, T_hot)
other = make_couple([300e-6, 220e-6], [8e-6, 15e-6], [0.9, 1.6],
                    [area_p, 2 * area_p], 35e-6)
T_other, I_other = coldest(other, 340.0)
for c, hot, cold, current in ((cooler, T_hot, T_num, I_num),
                              (other, 340.0, T_other, I_other)):
    assert abs((hot - cold) - c.Z * cold**2 / 2) < 1e-3
    assert abs(cold - formula_cold(c.Z, hot)) < 1e-3
    # A flat minimum fixes its position less sharply than its value.
    assert abs(current * c.R / (c.S * cold) - 1) < 1e-3


# Test the other optimization: fixed cold end, highest possible hot end.
def hot_from_cold(current):
    gaps = []
    for share in (0.0, probe):
        ends = march(cooler, current, T_cold, [share, -share])[0]
        gaps.append(ends[0] - ends[1])
    share = probe * gaps[0] / (gaps[0] - gaps[1])
    return march(cooler, current, T_cold, [share, -share])[0].mean()


scale = S * T_hot / R
best_hot = minimize_scalar(lambda i: -hot_from_cold(i),
                           bounds=(0.2 * scale, 1.5 * scale),
                           method="bounded",
                           options={"xatol": 1e-6 * scale})
assert abs(-best_hot.fun - T_cold - Z * T_cold**2 / 2) < 1e-3
assert abs(best_hot.x / I_num - 1) < 1e-3

# Test that the cold temperature has one minimum over the scanned currents.
scan = np.array([cold_state(cooler, f * I_best, T_hot)[0]
                 for f in np.linspace(0.2, 2.0, 10)])
signs = np.sign(np.diff(scan))
assert signs[0] < 0 and signs[-1] > 0
assert np.count_nonzero(np.diff(signs)) == 1

# Test load warming, flat hot-end profiles and rejected heat.
load = 5e-3
base, start_flow = cold_state(cooler, I_best, T_hot)
loaded = cold_state(cooler, I_best, T_hot, load)[0]
assert abs((loaded - base) - load / (K + S * I_best)) < 1e-4
_, hot_flow, hot_slope = march(cooler, I_best, base, start_flow)
assert np.max(np.abs(hot_slope)) * length / drop < 1e-4
assert abs(hot_flow.sum() / (S * I_best * T_hot) - 1) < 1e-5

# Test the best area ratio and independence from common leg length.
geometry = minimize_scalar(
    lambda x: -make_couple(seebeck, rho, kappa,
                           [area_p, x * area_p], length).Z,
    bounds=(0.2, 4.0), method="bounded", options={"xatol": 1e-8})
assert abs(geometry.x - ratio) < 1e-4
Z_material = S**2 / np.sqrt(rho * kappa).sum()**2
assert abs(-geometry.fun / Z_material - 1) < 1e-8
long_cooler = make_couple(seebeck, rho, kappa, areas, 2 * length)
T_long, I_long = coldest(long_cooler, T_hot)
assert abs(T_long - T_num) < 1e-3
assert abs(I_long / I_num - 0.5) < 1e-3

# Rough parasitic parameters for a small cooler on a thick silicon chip.
contact_resistivity = 1e-11
bridge_thickness = 5e-6
copper_resistivity = 1.7e-8
silicon_kappa = 150.0
oxide_thickness, oxide_kappa = 0.2e-6, 1.4
air_kappa = 0.026
leg_area = areas.sum()
plate_area = 2 * leg_area
R_contact = 2 * contact_resistivity * (1 / areas).sum()
R_bridge = copper_resistivity / bridge_thickness  # one square of film
silicon_sink = 1 / (4 * silicon_kappa * np.sqrt(leg_area / np.pi))
oxide_sink = oxide_thickness / (oxide_kappa * leg_area)
R_sink = silicon_sink + oxide_sink
K_air = air_kappa * ((plate_area - leg_area) / length
                     + 4 * np.sqrt(plate_area / np.pi))


def parasitic_drop(contact=0., bridge=0., sink=0., leak=0.):
    """Best cooling below the chip base, from two junction balances."""
    def cold(current):
        half = current**2 * (R + contact) / 2
        link = K + leak
        matrix = [[S * current + link, -link],
                  [-sink * link, 1 - sink * (S * current - link)]]
        source = [half + current**2 * bridge, T_hot + sink * half]
        return np.linalg.solve(matrix, source)[0]
    found = minimize_scalar(cold, bounds=(0.2 * scale, 1.5 * scale),
                            method="bounded", options={"xatol": 1e-8})
    return T_hot - found.fun


drop_contact = parasitic_drop(contact=R_contact)
Z_contact = S**2 / ((R + R_contact) * K)
assert abs(drop_contact - (T_hot - formula_cold(Z_contact, T_hot))) < 1e-5
drop_bridge = parasitic_drop(bridge=R_bridge)
drop_sink = parasitic_drop(sink=R_sink)
drop_air = parasitic_drop(leak=K_air)
drop_all = parasitic_drop(R_contact, R_bridge, R_sink, K_air)
radiation = Stefan_Boltzmann * plate_area * (T_hot**4 - T_cold**4)

# Rough power laws; the local equations include Thomson heat automatically.
powers = (0.6, 1.6, -0.5)
variable = make_couple(seebeck, rho, kappa, areas, length, powers)
T_variable, I_variable = coldest(variable, T_hot)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Hot-end temperature", T_hot, "K")
show("Leg length", length * 1e6, "um")
show("p leg Seebeck coefficient", seebeck[0] * 1e6, "uV/K")
show("n leg Seebeck coefficient", -seebeck[1] * 1e6, "uV/K")
show("p leg resistivity", rho[0] * 1e6, "uohm m")
show("n leg resistivity", rho[1] * 1e6, "uohm m")
show("p leg thermal conductivity", kappa[0], "W/(m K)")
show("n leg thermal conductivity", kappa[1], "W/(m K)")
show("p leg area", areas[0] * 1e12, "um^2")
show("n leg area", areas[1] * 1e12, "um^2")
show("Best area ratio n/p", ratio, "(no unit)")
show("Couple Seebeck coefficient S", S * 1e6, "uV/K")
show("Couple resistance R", R * 1e3, "mohm")
show("Couple thermal conductance K", K * 1e3, "mW/K")
show("Figure of merit Z", Z * 1e3, "1e-3/K")
show("Z times hot temperature", Z * T_hot, "(no unit)")
show("Cold temperature, formula", T_cold, "K", 6)
show("Cold temperature, local equations", T_num, "K", 6)
show("Maximum temperature difference", drop, "K")
show("Wrong estimate Z*T_hot^2/2", Z * T_hot**2 / 2, "K")
show("Best current, formula", I_best, "A")
show("Best current, local equations", I_num, "A")
show("p leg current density", I_best / areas[0] / 1e7, "kA/cm^2")
show("Peltier cooling at best current", S * T_cold * I_best * 1e3, "mW")
show("Half Joule heat", I_best**2 * R / 2 * 1e3, "mW")
show("Conduction term K*DeltaT", K * drop * 1e3, "mW")
show("Heat rejected at hot end", S * I_best * T_hot * 1e3, "mW")
show("Cooling at half the best current",
     T_hot - cold_state(cooler, I_best / 2, T_hot)[0], "K")
show("Cooling at twice the best current",
     T_hot - cold_state(cooler, 2 * I_best, T_hot)[0], "K")
show("Load applied", load * 1e3, "mW")
show("Warming by load at best unloaded current", loaded - base, "K")
show("Contact resistivity", contact_resistivity * 1e12, "ohm um^2")
show("Total contact resistance", R_contact * 1e3, "mohm")
show("Cooling with contacts only", drop_contact, "K")
show("Copper bridge thickness", bridge_thickness * 1e6, "um")
show("Copper bridge resistance", R_bridge * 1e3, "mohm")
show("Cooling with copper bridge only", drop_bridge, "K")
show("Silicon thermal conductivity", silicon_kappa, "W/(m K)")
show("Silicon spreading resistance", silicon_sink, "K/W")
show("Oxide thickness", oxide_thickness * 1e9, "nm")
show("Oxide thermal conductivity", oxide_kappa, "W/(m K)")
show("Oxide thermal resistance", oxide_sink, "K/W")
show("Cooling with silicon and oxide heating only", drop_sink, "K")
show("Air thermal conductivity", air_kappa, "W/(m K)")
show("Air leak conductance", K_air * 1e3, "mW/K")
show("Cooling with air leak only", drop_air, "K")
show("Black-body radiation onto cold plate", radiation * 1e3, "mW")
show("Cooling with all these except radiation", drop_all, "K")
show("Power of T in Seebeck coefficient", powers[0], "(no unit)")
show("Power of T in resistivity", powers[1], "(no unit)")
show("Power of T in thermal conductivity", powers[2], "(no unit)")
show("Cooling with variable properties only", T_hot - T_variable, "K")
show("Best current with variable properties", I_variable, "A")
print("success")
```

Output:

```
Hot-end temperature: 300 K
Leg length: 20 um
p leg Seebeck coefficient: 200 uV/K
n leg Seebeck coefficient: -190 uV/K
p leg resistivity: 10 uohm m
n leg resistivity: 12 uohm m
p leg thermal conductivity: 1.4 W/(m K)
n leg thermal conductivity: 1.2 W/(m K)
p leg area: 2500 um^2
n leg area: 2958 um^2
Best area ratio n/p: 1.183 (no unit)
Couple Seebeck coefficient S: 390 uV/K
Couple resistance R: 161.1 mohm
Couple thermal conductance K: 0.3525 mW/K
Figure of merit Z: 2.678 1e-3/K
Z times hot temperature: 0.8034 (no unit)
Cold temperature, formula: 229.485 K
Cold temperature, local equations: 229.485 K
Maximum temperature difference: 70.51 K
Wrong estimate Z*T_hot^2/2: 120.5 K
Best current, formula: 0.5554 A
Best current, local equations: 0.5554 A
p leg current density: 22.22 kA/cm^2
Peltier cooling at best current: 49.71 mW
Half Joule heat: 24.86 mW
Conduction term K*DeltaT: 24.86 mW
Heat rejected at hot end: 64.99 mW
Cooling at half the best current: 57.03 K
Cooling at twice the best current: 38.88 K
Load applied: 5 mW
Warming by load at best unloaded current: 8.786 K
Contact resistivity: 10 ohm um^2
Total contact resistance: 14.76 mohm
Cooling with contacts only: 66.74 K
Copper bridge thickness: 5 um
Copper bridge resistance: 3.4 mohm
Cooling with copper bridge only: 68.72 K
Silicon thermal conductivity: 150 W/(m K)
Silicon spreading resistance: 39.99 K/W
Oxide thickness: 200 nm
Oxide thermal conductivity: 1.4 W/(m K)
Oxide thermal resistance: 26.17 K/W
Cooling with silicon and oxide heating only: 67.92 K
Air thermal conductivity: 0.026 W/(m K)
Air leak conductance: 0.01323 mW/K
Cooling with air leak only: 68.92 K
Black-body radiation onto cold plate: 0.003297 mW
Cooling with all these except radiation: 61.17 K
Power of T in Seebeck coefficient: 0.6 (no unit)
Power of T in resistivity: 1.6 (no unit)
Power of T in thermal conductivity: -0.5 (no unit)
Cooling with variable properties only: 73.47 K
Best current with variable properties: 0.65 A
success
```
